# Diffusion Broadening of Mössbauer Lines and the Determination of Jump Vectors

## An atom hopping on a line

Let a resonant nucleus sit in an atom that jumps along a line by \(+l\) or \(-l\), with equal probability. The jumps are instantaneous and independent, and they occur at a constant rate \(1/\tau\), so \(\tau\) is the mean residence time between them. A gamma ray of wave number \(k\) travels along the same line. At position \(x\) the nucleus sees the wave with phase \(kx\), so each jump multiplies the phase factor by \(e^{ikl}\) or \(e^{-ikl}\). The average factor per jump is \(\cos kl\), and after \(n\) independent jumps it is \((\cos kl)^n\).

The number of jumps in a time \(t\) has the Poisson distribution \(e^{-t/\tau}(t/\tau)^n/n!\). The average phase factor after time \(t\) is therefore
\[
I(t)=e^{-t/\tau}\sum_{n=0}^{\infty}\frac{1}{n!}\left(\frac{t\cos kl}{\tau}\right)^n
=\exp\left[-\frac{t}{\tau}(1-\cos kl)\right]. \tag{1}
\]

The jumps shorten the time over which the nucleus and the wave keep a definite phase relation, and this broadens the line. If \(kl=2\pi m\) with integer \(m\), every jump lands at an equivalent phase and nothing is lost. If \(kl=\pi\), every jump reverses the sign of the wave and the decay rate has its largest value, \(2/\tau\). For \(kl\ll1\), \(1-\cos kl\approx k^2l^2/2\), and the rate is \(k^2D\) with the one-dimensional diffusion coefficient \(D=l^2/(2\tau)\). The continuous law is thus the small-\(kl\) limit of the lattice law.

## The absorption line of a moving nucleus

The decay of \(I\) must now be connected with a line width. Let the atom follow a classical path \(\mathbf r(t)\), unaffected by the weak radiation. The statistics of its displacement during a time interval depend only on the length of the interval, not on when it begins. The excited nuclear state has energy \(\hbar\omega_0\), mean lifetime \(\tau_0\) and natural width \(\Gamma=\hbar/\tau_0\). Its population decays as \(e^{-t/\tau_0}\), so its amplitude \(c\) decays at half that rate, \(\gamma=\Gamma/(2\hbar)\). With a wave of angular frequency \(\omega\) and coupling \(g\) (real),
\[
\dot c=-(i\omega_0+\gamma)c-ig\,e^{-i\omega t+i\mathbf k\cdot\mathbf r(t)}. \tag{2}
\]
Long after the wave was switched on, the solution is
\[
c(t)=-ig\int_0^\infty ds\,e^{-(i\omega_0+\gamma)s}\,
e^{-i\omega(t-s)+i\mathbf k\cdot\mathbf r(t-s)}. \tag{3}
\]

From (2), the population obeys
\[
\frac{d|c|^2}{dt}=-2\gamma|c|^2+
2\,\mathrm{Re}\left[-ig\,e^{-i\omega t+i\mathbf k\cdot\mathbf r(t)}c^*(t)\right]. \tag{4}
\]
The average of the left side vanishes in the stationary state, so the mean excitation rate equals the mean decay rate \(2\gamma\langle|c|^2\rangle\). Insert the complex conjugate of (3). The prefactors give \((-ig)(ig)=g^2\), and the exponents containing \(t\omega\) cancel. With the detuning \(\delta=\omega-\omega_0\),
\[
2\gamma\langle|c|^2\rangle=g^2L(\delta),\qquad
L(\delta)=2\,\mathrm{Re}\int_0^\infty dt\,e^{-i\delta t-\gamma t}I_s(\mathbf k,t), \tag{5}
\]
\[
I_s(\mathbf k,t)=\left\langle e^{i\mathbf k\cdot[\mathbf r(t)-\mathbf r(0)]}\right\rangle. \tag{6}
\]

The sign can be checked with uniform motion at velocity \(\mathbf v\): then \(I_s=e^{i\mathbf k\cdot\mathbf v t}\) and the line is centred at \(\delta=\mathbf k\cdot\mathbf v\). An atom running away from the source needs a higher frequency, as the Doppler effect requires. For motion without a preferred sign of displacement \(I_s\) is real, and the line is symmetric about \(\delta=0\). Its peak need not lie there: an equal mixture of velocities \(+\mathbf v\) and \(-\mathbf v\) gives a doublet when \(|\mathbf k\cdot\mathbf v|\) is large compared with \(\gamma\). For the exponential decays found below, the peak is at \(\delta=0\).

Suppose \(I_s=e^{-\Lambda t}\). Equation (5) gives
\[
L(\delta)=2\,\mathrm{Re}\,\frac{1}{\gamma+\Lambda+i\delta}
=\frac{2h}{h^2+\delta^2},\qquad h=\gamma+\Lambda. \tag{7}
\]
This Lorentzian falls to half its peak at \(\delta=\pm h\). Its full width at half maximum, in energy, is
\[
W=2\hbar h=\Gamma+2\hbar\Lambda. \tag{8}
\]
The factor 2 in the added width comes from the two sides of the line. The area of (7) is \(2\pi\) for every \(h\), so broadening lowers the peak, \(2/h\), without removing absorption.

Thermal vibration can be included when it is independent of the diffusion. Write \(\mathbf r=\mathbf R+\mathbf u\), with \(\mathbf u\) the vibrational displacement. The average (6) then factorizes. At times long compared with the vibrational correlation time, the factor from \(\mathbf u\) becomes \(|\langle e^{i\mathbf k\cdot\mathbf u}\rangle|^2\), the recoil-free fraction. If that correlation time is much shorter than \(1/h\), vibration scales the narrow line, leaves its width unchanged, and moves the remaining area into a broad background. The background is negligible under the peak when \(h\) times the correlation time is also much smaller than the recoil-free fraction; for a very small fraction it can hide the narrow line. From here on \(\mathbf r\) denotes the diffusive part alone. The widths are those of a thin absorber; the width of the source is additional.

## Continuous diffusion

The self-correlation function \(G_s(\mathbf r,t)\) is the probability density for a displacement \(\mathbf r\) in time \(t\). By definition,
\[
I_s(\mathbf k,t)=\int d^3r\,e^{i\mathbf k\cdot\mathbf r}G_s(\mathbf r,t). \tag{9}
\]
For isotropic diffusion it obeys
\[
\frac{\partial G_s}{\partial t}=D\nabla^2G_s,\qquad
G_s(\mathbf r,0)=\delta^3(\mathbf r), \tag{10}
\]
whose solution is the Gaussian \(G_s=(4\pi Dt)^{-3/2}e^{-r^2/(4Dt)}\). To obtain \(I_s\), multiply (10) by \(e^{i\mathbf k\cdot\mathbf r}\) and integrate over space. Two integrations by parts move the Laplacian onto the exponential, where it gives \(-k^2\); the surface terms vanish because \(G_s\) decays rapidly. Hence
\[
\frac{dI_s}{dt}=-k^2D\,I_s,\qquad I_s(\mathbf k,0)=1,\qquad
I_s=e^{-k^2Dt}. \tag{11}
\]
So \(\Lambda=k^2D\), and (8) becomes
\[
W=\Gamma+2\hbar k^2D. \tag{12}
\]

In an anisotropic medium \(D\nabla^2\) is replaced by \(\sum_{ij}D_{ij}\partial_i\partial_j\). The same integrations by parts give an added width \(2\hbar\sum_{ij}k_iD_{ij}k_j\). Continuous diffusion can therefore depend on direction, but only through a quadratic form. In a cubic medium \(D_{ij}=D\delta_{ij}\), and that dependence disappears.

As a numerical case take a photon energy of 15 keV, for which \(k=7.6016\) Å\(^{-1}\), and \(\tau_0=100\) ns. With \(\hbar=658.212\) neV ns, the natural width is \(\Gamma=658.212/100=6.582\) neV. For \(D=1.0\times10^{-4}\) Å\(^2\)/ns,
\[
2\hbar k^2D=2(658.212)(7.6016)^2(10^{-4})\ \text{neV}=7.607\ \text{neV}. \tag{13}
\]
The total width is 14.189 neV. Numerical integration of the Gaussian in space and time gives the same value.

The condition behind (12) is severe at this wave number. The diffusion equation must describe the motion on the length \(1/k\approx0.13\) Å, so the steps that build up the displacement must not exceed about that length. Steps of length \(1/k\) in random directions give an added width 5% below \(2\hbar k^2D\), and longer steps depart further from it. A jump between lattice sites is far longer.

## Jumps on a lattice

Let all sites form a Bravais lattice. An atom jumps at a constant rate \(1/\tau\), whatever time it has already spent at its site, so \(\tau\) is the mean residence time. Each jump is instantaneous and is by \(\mathbf R_n\) with probability \(w_n\), independently of earlier jumps. The probabilities sum to one, and \(\mathbf R_n\) and \(-\mathbf R_n\) are equally likely. The probability \(P(\mathbf r,t)\) of displacement \(\mathbf r\) changes by arrivals and departures:
\[
\frac{\partial P(\mathbf r,t)}{\partial t}=\frac1\tau\sum_nw_n
\left[P(\mathbf r-\mathbf R_n,t)-P(\mathbf r,t)\right]. \tag{14}
\]
Multiply by \(e^{i\mathbf k\cdot\mathbf r}\) and sum over sites. In the arrival term put \(\mathbf r=\mathbf r'+\mathbf R_n\), which produces a factor \(e^{i\mathbf k\cdot\mathbf R_n}\):
\[
\frac{dI_s}{dt}=-\frac1\tau\left[1-\sum_nw_ne^{i\mathbf k\cdot\mathbf R_n}\right]I_s. \tag{15}
\]
The sine parts cancel between \(\mathbf R_n\) and \(-\mathbf R_n\). Thus \(I_s\) is a single exponential, and (8) gives the Chudley–Elliott broadening
\[
\Delta(\mathbf k)=2\hbar\Lambda=
\frac{2\hbar}{\tau}\left[1-\sum_nw_n\cos(\mathbf k\cdot\mathbf R_n)\right]. \tag{16}
\]

Since a mean cosine lies between \(-1\) and \(1\), \(0\le\Delta\le4\hbar/\tau\). Continuous diffusion has no such upper bound: its width grows as \(k^2\). On the lattice, phase can be lost only when a jump occurs, so the jump rate sets the scale. If \(\mathbf k\) is a reciprocal-lattice vector, all \(\mathbf k\cdot\mathbf R_n\) are multiples of \(2\pi\) and \(\Delta=0\), although the atom still diffuses.

The continuous law follows at small \(k\). For jumps of one length \(l\), the cross terms in the mean square displacement vanish because the jumps are independent and have zero mean. After \(n\) jumps it is \(nl^2\), and the mean number of jumps is \(t/\tau\). In three dimensions \(\langle r^2\rangle=6Dt\), so
\[
D=\frac{l^2}{6\tau}. \tag{17}
\]
For a cubic set of jumps, \(\sum_nw_nR_{n,i}R_{n,j}=(l^2/3)\delta_{ij}\): symmetry removes the off-diagonal elements and makes the diagonal ones equal, while their sum is \(l^2\). Expanding the cosine in (16) to second order,
\[
\Delta\approx\frac{\hbar}{\tau}\sum_nw_n(\mathbf k\cdot\mathbf R_n)^2
=\frac{\hbar k^2l^2}{3\tau}=2\hbar k^2D. \tag{18}
\]
The orientation dependence in a cubic crystal is thus absent at leading order and comes from higher powers of \(kl\).

## Two jump models with the same diffusion coefficient

Consider a body-centred cubic lattice with \(a=3.0\) Å and the photon used above. In model A the atom jumps to the eight nearest sites, by \((a/2)\langle111\rangle\), with \(\tau_A=200\) ns. In model B it jumps by \(a\langle100\rangle\). The lengths are \(l_A=\sqrt3\,a/2=2.598\) Å and \(l_B=3\) Å. Equal diffusion coefficients require
\[
\tau_B=\tau_A\frac{l_B^2}{l_A^2}=\frac43\tau_A=266.67\ \text{ns},\qquad
D=\frac{6.75}{6(200)}=0.005625\ \frac{\text{Å}^2}{\text{ns}}. \tag{19}
\]

For A, the three signs in the jump vector are independent, so the average phase factor is a product of cosines. For B, the six jumps form three pairs. Therefore
\[
\Delta_A=\frac{2\hbar}{\tau_A}\left[1-\prod_{i=1}^3\cos\frac{k_ia}{2}\right],
\qquad
\Delta_B=\frac{2\hbar}{\tau_B}\left[1-\frac13\sum_{i=1}^3\cos k_ia\right], \tag{20}
\]
with prefactors 6.582 and 4.937 neV. Along [100], \(ka/2=11.402\), and its cosine is 0.3957. Then \(\cos ka=2(0.3957)^2-1=-0.687\), and
\[
\begin{aligned}
\Delta_A&=6.582(1-0.3957)\ \text{neV}=3.98\ \text{neV},\\
\Delta_B&=4.937\left(1-\frac{2-0.687}{3}\right)\text{neV}=2.78\ \text{neV}.
\end{aligned} \tag{21}
\]
As Doppler velocities these are 0.0795 and 0.0555 mm/s. The other directions follow in the same way:

| Direction of \(\mathbf k\) | \(\Delta_A\) (neV) | \(\Delta_B\) (neV) |
|---|---:|---:|
| [100] | 3.98 | 2.78 |
| [210] | 8.36 | 4.43 |
| [110] | 6.30 | 6.30 |
| [111] | 0.84 | 0.86 |

The continuous formula would give 427.9 neV for both models in every direction. It fails because \(kl_A=19.75\), far outside the regime of (18).

The equality along [110] is an identity. Put \(x=ka/(2\sqrt2)\). Then
\[
\begin{aligned}
\Delta_A&=\frac{2\hbar}{\tau_A}(1-\cos^2x)=\frac{2\hbar}{\tau_A}\sin^2x,\\
\Delta_B&=\frac{2\hbar}{\tau_B}\,\frac23(1-\cos2x)
=\frac{2\hbar}{\tau_B}\,\frac43\sin^2x.
\end{aligned} \tag{22}
\]
They agree for every \(k\) when \(\tau_B=4\tau_A/3\). A measurement in this direction cannot separate the models at equal \(D\).

The small widths along [111] have another origin. The reciprocal-lattice vector \(\mathbf G=(4\pi/a)(1,1,1)\) has length 7.255 Å\(^{-1}\), close to \(k\). With \(\mathbf k=\mathbf G+\mathbf q\), \(\cos(\mathbf k\cdot\mathbf R_n)=\cos(\mathbf q\cdot\mathbf R_n)\), so expansion (18) applies with \(q=0.346\) Å\(^{-1}\) in place of \(k\). It gives \(2\hbar q^2D\approx0.89\) neV for both models. Higher orders in \(ql\) produce the small difference between them.

Two numerical tests support these results without assuming (16). The distribution of an explicit random walk was built jump by jump, and the width of the resulting line was measured; it agrees with (16) within \(10^{-6}\) neV in all directions examined. Separately, (2) was simulated for randomly jumping atoms of model A with \(\mathbf k\) along [100]. At \(\delta=0\) the simulation gave \(L=249.2\) ns, against 249.3 ns from (7); without jumps, \(2/\gamma\) would be 400 ns.

## What a powder retains

In a powder all crystal orientations occur. For jumps of one length, the angular mean of \(\cos(\mathbf k\cdot\mathbf R_n)\) is
\[
\frac12\int_{-1}^{1}d\mu\,\cos(kl\mu)=\frac{\sin kl}{kl}, \tag{23}
\]
where \(\mu\) is the cosine of the angle between \(\mathbf k\) and \(\mathbf R_n\). Hence
\[
\overline\Delta=\frac{2\hbar}{\tau}\left[1-\frac{\sin kl}{kl}\right]. \tag{24}
\]
For model A, \(\overline\Delta=6.32\) neV. When \(kl\gg1\), this mean measures mainly \(\tau\) and hardly depends on the jump length.

The powder line is a sum of Lorentzians with different \(h\), and its width is not \(\Gamma+\overline\Delta\). Let an overbar denote the orientational mean. At \(\delta=\overline h\), the inequality \(h^2+\overline h^2\ge2h\overline h\) gives
\[
\overline{L(\overline h)}=\overline{\frac{2h}{h^2+\overline h^2}}
\le\frac1{\overline h}\le\overline{\frac1h}=\frac12\,\overline{L(0)}. \tag{25}
\]
The second inequality holds because \(1/h\) is a convex function. The line has already fallen to half its peak or below at \(\overline h\), so its full width is at most \(2\hbar\overline h=\Gamma+\overline\Delta\). For model A the width is 12.23 neV, compared with \(\Gamma+\overline\Delta=12.90\) neV.

## Recovering the jump vectors

The photon energy fixes \(|\mathbf k|=k_0\); rotating a single crystal changes the direction of \(\mathbf k\) relative to its axes. Let \(\lambda_{\mathbf R}\) be the total rate of jumps by \(\mathbf R\) and \(-\mathbf R\). Equation (16) reads
\[
\frac{\Delta(\mathbf k)}{2\hbar}=\sum_{\text{pairs}}
\lambda_{\mathbf R}\left[1-\cos(\mathbf k\cdot\mathbf R)\right]. \tag{26}
\]
If the number of jump vectors is finite, \(\Delta\) over the whole sphere \(|\mathbf k|=k_0\) determines every \(\lambda_{\mathbf R}\).

To prove this, suppose two sets of rates give the same \(\Delta\). Subtracting their expressions and writing each cosine as two exponentials gives
\[
\sum_{\mathbf R}c_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}=0
\qquad(|\mathbf k|=k_0), \tag{27}
\]
where the finite sum includes \(\mathbf R=0\). For \(\mathbf R\ne0\), \(c_{\mathbf R}\) is minus half the difference of the pair rates. Choose a unit vector \(\mathbf u\) for which all \(\mathbf u\cdot\mathbf R\) are different. This is possible because each coincidence confines \(\mathbf u\) to a plane, and finitely many planes do not cover the sphere. Take a unit vector \(\mathbf e\) perpendicular to \(\mathbf u\), and consider the circle
\[
\mathbf k(\theta)=k_0(\mathbf e\cos\theta+\mathbf u\sin\theta). \tag{28}
\]
On it, the left side of (27) is an entire function of \(\theta\). It vanishes for real \(\theta\), hence for all complex \(\theta\). At \(\theta=is\), \(\cos\theta=\cosh s\) and \(\sin\theta=i\sinh s\), so
\[
\sum_{\mathbf R}c_{\mathbf R}\,e^{ik_0\mathbf e\cdot\mathbf R\cosh s}
\,e^{-k_0\mathbf u\cdot\mathbf R\sinh s}=0. \tag{29}
\]
Let \(\mathbf R_1\) have the smallest \(\mathbf u\cdot\mathbf R\). Multiply (29) by \(e^{k_0\mathbf u\cdot\mathbf R_1\sinh s}\) and let \(s\to\infty\). Every other term vanishes, while the \(\mathbf R_1\) term keeps the modulus \(|c_{\mathbf R_1}|\). Therefore \(c_{\mathbf R_1}=0\). Repeating the argument removes all coefficients, so the two sets of rates are identical.

The sum of the pair rates is \(1/\tau\), so the residence time is found too. The widths give only the total rate of each pair; that \(\mathbf R\) and \(-\mathbf R\) are equally likely was assumed, not inferred. Finiteness matters: jumps of length \(l\) distributed evenly over all directions give the constant (24), from which \(l\) and \(\tau\) cannot be separated at one \(k_0\).

Real data cover finitely many directions and contain noise. Widths from the explicit walks in 80 directions were fitted by (26), with non-negative rates for 25 candidate pairs of lattice vectors. Without added noise, the fit recovered the correct pairs for both models. With a single random draw of noise of 0.10 neV rms, the four true pairs of A, each with probability 0.250, came out between 0.246 and 0.250; the largest false pair had 0.0024. For B, the three true values of 0.333 came out between 0.330 and 0.334, with a largest false value of 0.0025. Here probability means the fitted rate multiplied by the known \(\tau\). Another draw of the noise would give somewhat different values, so these ranges are an example and not error limits. Further values are in the numerical output.

This identification relies on the jump model. If an atom jumps by exchange with a vacancy, the vacancy may remain nearby and make a return jump more likely; the jumps are then correlated and (14) does not hold for the individual jumps. The effect is not small: for an isolated vacancy on the lattice of model A, at the same mean jump rate, the added widths in the four tabulated directions are roughly a third below (16), so rates fitted with (26) would not be the true jump rates. Inequivalent sites require coupled equations, one for each sublattice, in place of (15). A hyperfine field that changes with the jumps can shift the nuclear sublevels in time and, if its direction changes, mix them. Equation (2), with one amplitude and a constant \(\omega_0\), is then no longer sufficient.

## Table of computed values

```
hbar = 658.212 neV ns
photon energy = 15.0 keV
wave number k = 7.6016 1/angstrom
nuclear lifetime = 100.0 ns
natural width Gamma = 6.5821 neV
continuous example: D = 1.0e-04 angstrom^2/ns
  2 hbar k^2 D = 7.6069 neV
  total FWHM from quadrature = 14.1890 neV
lattice constant a = 3.0 angstrom
jump lengths A, B = 2.5981, 3.0000 angstrom
residence times A, B = 200.00, 266.67 ns
common D of A and B = 0.005625 angstrom^2/ns
k times jump length, A = 19.750 (no unit)
2 hbar/tau for A, B = 6.5821, 4.9366 neV
continuous formula for A and B = 427.89 neV
added FWHM from explicit random walks:
  k along [100]: A 3.9776, B 2.7758 neV
  k along [210]: A 8.3585, B 4.4299 neV
  k along [110]: A 6.2995, B 6.2995 neV
  k along [111]: A 0.8431, B 0.8622 neV
  [100] in Doppler velocity: A 0.0795, B 0.0555 mm/s
largest walk-formula difference = 4.7e-11 neV
small-k test: kl = 0.3, lattice/continuous = 0.99455 (no unit)
A at reciprocal vector (2pi/a)(1,1,0): 4.7e-11 neV
driven-amplitude simulation, A, k along [100]:
  detuning 0.000 1/ns: L = 249.17 ns, formula 249.33 ns
  detuning 0.005 1/ns: L = 179.46 ns, formula 179.56 ns
  detuning 0.012 1/ns: L = 77.02 ns, formula 77.00 ns
powder A: mean added width = 6.3211 neV
powder A: Gamma + mean = 12.9032 neV
powder A: FWHM of summed line = 12.2261 neV
inversion: 80 directions, 25 candidate pairs
  condition number = 13.90 (no unit)
  noise on widths = 0.10 neV rms
  A: true pair probability 0.2500; noisy fit 0.2467 to 0.2492
     largest false pair probability 0.0024
  B: true pair probability 0.3333; noisy fit 0.3305 to 0.3339
     largest false pair probability 0.0025
```
